# Two-photon decay of hydrogen 2s in a Sturmian basis: test program

```python
"""Two-photon decay 2s -> 1s of nonrelativistic hydrogen.

Result under test (atomic units, infinite nuclear mass):
  dW/dw1 = 8/(27 pi) alpha^6 w1^3 w2^3 S^2,  w1 + w2 = w0 = 3/8,
  S = A(E2s-w1) + A(E2s-w2),
  A(E) = sum_n R(1s,np) R(np,2s) / (E-En), continuum included,
  W = (1/2) integral of dW/dw1 from 0 to w0, close to 8.23 per second.
y = w1/w0 is the energy fraction of one photon; R are radial dipole integrals.
The p states are represented by Coulomb Sturmians with exponent lam.
An independent sum uses finite-difference eigenstates in a box.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_genlaguerre, roots_laguerre

ALPHA = const.fine_structure
TIME_UNIT = const.physical_constants["atomic unit of time"][0]
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
PREFACTOR = 8 / (27 * np.pi) * ALPHA**6 / TIME_UNIT
GAP = 3 / 8


def project(polynomial, decay, size, lam):
    """Integrals of Sturmians times polynomial(r) exp(-decay r)."""
    x, weight = roots_laguerre(40)
    r = x / (lam + decay)
    k = np.arange(size)[:, None]
    norm = (2 * lam)**2 / np.sqrt((k + 1.0) * (k + 2) * (k + 3))
    basis = norm * r**2 * eval_genlaguerre(k, 3.0, 2 * lam * r)
    return basis @ (weight * polynomial(r)) / (lam + decay)


def sturmian_states(size, lam, mass=1.0, velocity=False):
    """Pseudostate energies and products of their two transition integrals."""
    k = np.arange(size)
    off = -np.sqrt((k[:-1] + 1.0) * (k[:-1] + 4))
    overlap = np.diag(2.0 * k + 4) + np.diag(off, 1) + np.diag(off, -1)
    overlap /= 2 * lam
    kinetic = (np.diag(lam * (k + 2)) - lam**2 / 2 * overlap) / mass
    levels, vectors = eigh(kinetic - np.eye(size), overlap)
    if velocity:
        # radial gradient u' - u/r of the mass-one 1s and 2s functions
        def source1(r):
            return -2 * r

        def source2(r):
            return (-r + r**2 / 4) / np.sqrt(2)
    else:
        # r times the radial functions u = r R(r)
        def source1(r):
            return 2 * mass**1.5 * r**2

        def source2(r):
            return mass**1.5 * r**2 * (1 - mass * r / 2) / np.sqrt(2)
    d1 = vectors.T @ project(source1, mass, size, lam)
    d2 = vectors.T @ project(source2, mass / 2, size, lam)
    return levels, d1 * d2


def box_states(step, radius=40.0):
    """Explicit p-wave eigenstates on a uniform radial grid."""
    r = step * np.arange(1, round(radius / step))
    diagonal = 1 / step**2 + 1 / r**2 - 1 / r
    off = np.full(len(r) - 1, -0.5 / step**2)
    levels, vectors = eigh_tridiagonal(diagonal, off)
    u1 = 2 * r * np.exp(-r)
    u2 = r * (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)
    return levels, step * (vectors.T @ (r * u1)) * (vectors.T @ (r * u2))


def one_order(states, y, mass=1.0):
    levels, products = states
    energy = -mass / 8 - mass * GAP * np.atleast_1d(y)
    return np.sum(products / (energy[:, None] - levels), axis=1)


def both_orders(states, y, mass=1.0):
    return one_order(states, y, mass) + one_order(states, 1 - y, mass)


def spectrum(states, y, mass=1.0, velocity=False):
    """dW/dy in 1/s."""
    y = np.atleast_1d(y)
    gap = mass * GAP
    frequency_product = gap**2 * y * (1 - y)
    amplitude = both_orders(states, y, mass)
    if velocity:
        amplitude = -amplitude / frequency_product
    return PREFACTOR * gap * frequency_product**3 * amplitude**2


def total_rate(states, mass=1.0, velocity=False, nodes=32):
    x, weight = np.polynomial.legendre.leggauss(nodes)
    return 0.25 * weight @ spectrum(states, (x + 1) / 2, mass, velocity)


# Polarization and direction factors from explicit transverse vectors
def polarizations(cosine, phi):
    sine = np.sqrt(1 - cosine**2)
    return np.array([[cosine * np.cos(phi), cosine * np.sin(phi), -sine],
                     [-np.sin(phi), np.cos(phi), 0.0]])


def direction(cosine, phi):
    sine = np.sqrt(1 - cosine**2)
    return np.array([sine * np.cos(phi), sine * np.sin(phi), cosine])


pair_sum = np.sum((polarizations(0.3, 0.7) @ polarizations(-0.6, 2.1).T)**2)
cos_angle = direction(0.3, 0.7) @ direction(-0.6, 2.1)
assert abs(pair_sum - 1 - cos_angle**2) < 1e-12
cosines, cosine_weights = np.polynomial.legendre.leggauss(6)
tensor = np.zeros((3, 3))
for c, w in zip(cosines, cosine_weights):
    for phi in 2 * np.pi * np.arange(8) / 8:
        e = polarizations(c, phi)
        tensor += w * 2 * np.pi / 8 * e.T @ e
angular_integral = np.trace(tensor @ tensor)
assert abs(angular_integral - 64 * np.pi**2 / 3) < 1e-10
sp_factor = (0.5 * np.sqrt(3) * cosine_weights @ cosines**2)**2
numeric_prefactor = angular_integral * sp_factor**2 / (2 * np.pi)**3
assert abs(numeric_prefactor - 8 / (27 * np.pi)) < 1e-12

# Sturmian calculation and its convergence
LAM, SIZE = 0.75, 24
states = sturmian_states(SIZE, LAM)
rate = total_rate(states)
velocity_rate = total_rate(sturmian_states(SIZE, LAM, velocity=True),
                           velocity=True)
assert abs(states[0][0] + 1 / 8) < 1e-10
assert abs(states[0][1] + 1 / 18) < 1e-6
assert abs(velocity_rate / rate - 1) < 1e-7
assert abs(total_rate(sturmian_states(16, LAM)) / rate - 1) < 1e-7
assert abs(total_rate(sturmian_states(SIZE, 1.0)) / rate - 1) < 1e-7
assert abs(total_rate(states, nodes=48) / rate - 1) < 1e-9
assert abs(rate - 8.23) < 0.005

# Independent explicit state sum; leading step error is quadratic
coarse, fine = box_states(0.05), box_states(0.025)
box_rate = (4 * total_rate(fine) - total_rate(coarse)) / 3
box_middle = (4 * both_orders(fine, 0.5) - both_orders(coarse, 0.5))[0] / 3
middle = both_orders(states, 0.5)[0]
assert abs(box_rate / rate - 1) < 1e-4
assert abs(box_middle / middle - 1) < 1e-4

# Role of 2p, destructive interference and linear onset
only_2p = (states[0][:1], states[1][:1])
others = (states[0][1:], states[1][1:])
rate_2p = total_rate(only_2p)
strength_2p = 2**15 / 3**6
closed_2p = PREFACTOR * strength_2p * GAP**5 / 12
assert abs(rate_2p / closed_2p - 1) < 1e-8
y_grid = np.linspace(0.001, 0.999, 999)
assert np.all(both_orders(only_2p, y_grid) * both_orders(others, y_grid) < 0)
slope_numeric = spectrum(states, 1e-5)[0] / 1e-5
slope_formula = PREFACTOR * strength_2p * GAP**5
assert abs(slope_numeric / slope_formula - 1) < 1e-3

# One ordering is asymmetric; the complete spectrum peaks at the middle
order_a, order_b = one_order(states, np.array([0.2, 0.8]))
assert abs(order_a / order_b - 1) > 0.1
assert np.argmax(spectrum(states, y_grid)) == 499
peak = spectrum(states, 0.5)[0]
y_half = brentq(lambda y: spectrum(states, y)[0] - peak / 2, 0.001, 0.5)

# The wavelength density carries an additional factor y^2
search = minimize_scalar(lambda y: -y**2 * spectrum(states, y)[0],
                         bounds=(0.3, 0.999), method="bounded")
y_wave = search.x
assert y_wave > 0.55
wavelength_full = 1e9 / (0.75 * const.Rydberg)

# Rate is proportional to the reduced mass
double_mass_rate = total_rate(sturmian_states(SIZE, 1.3, mass=2.0), mass=2.0)
assert abs(double_mass_rate / (2 * rate) - 1) < 1e-7
mass_factor = 1 / (1 + const.m_e / const.m_p)

print(f"Fine-structure constant alpha = {ALPHA:.9f}")
print(f"Atomic unit of time = {TIME_UNIT:.6e} s")
print(f"Transition energy w0 = {GAP:.3f} hartree = {GAP*HARTREE_EV:.4f} eV")
print(f"Half the transition energy = {GAP*HARTREE_EV/2:.4f} eV")
print(f"Polarization-direction integral = {angular_integral:.5f}")
print(f"Prefactor 8/(27 pi) = {numeric_prefactor:.6f}")
print(f"Sturmian exponent = {LAM:.2f} 1/bohr, basis size = {SIZE}")
print(f"Lowest p levels = {states[0][0]:.8f}, {states[0][1]:.8f} hartree")
print("Basis size, length-form W (1/s), velocity-form W (1/s):")
for size in (2, 4, 6, 8, 12, 24):
    length_value = total_rate(sturmian_states(size, LAM))
    velocity_value = total_rate(sturmian_states(size, LAM, velocity=True),
                                velocity=True)
    print(f"  {size:2d}  {length_value:.7f}  {velocity_value:.7f}")
print("y, A(E2s-w1), A(E2s-w2), S (atomic units), dW/dy (1/s):")
for y in (0.01, 0.1, 0.2, 0.3, 0.4, 0.5, 0.6, 0.7, 0.8, 0.9, 0.99):
    first, second = one_order(states, np.array([y, 1 - y]))
    print(f"  {y:.2f} {first:11.4f} {second:11.4f} "
          f"{first+second:11.4f} {spectrum(states, y)[0]:9.5f}")
print(f"Midpoint S from 2p alone = {both_orders(only_2p, 0.5)[0]:.4f} a.u.")
print(f"Midpoint S from other p = {both_orders(others, 0.5)[0]:.4f} a.u.")
print(f"Midpoint S from box states = {box_middle:.4f} a.u.")
print(f"End slope of dW/dy: numerical = {slope_numeric:.3f} 1/s")
print(f"End slope of dW/dy: formula = {slope_formula:.3f} 1/s")
print(f"Half-maximum points: y = {y_half:.4f} and {1-y_half:.4f}")
print(f"Total rate from 2p alone = {rate_2p:.4f} 1/s")
print(f"Total rate from box states = {box_rate:.5f} 1/s")
print(f"Total two-photon rate W = {rate:.5f} 1/s")
print(f"Photon emission rate 2W = {2*rate:.4f} 1/s")
print(f"Lifetime 1/W = {1/rate:.5f} s")
print(f"Reduced-mass factor = {mass_factor:.8f}")
print(f"Rate with finite proton mass = {rate*mass_factor:.5f} 1/s")
print(f"Wavelength at y=1: {wavelength_full:.3f} nm")
print(f"Wavelength at y=1/2: {2*wavelength_full:.3f} nm")
print(f"Peak per unit wavelength: y = {y_wave:.4f}, "
      f"{wavelength_full/y_wave:.2f} nm")
print("ALL CHECKS PASSED")
```

Output:

```
Fine-structure constant alpha = 0.007297353
Atomic unit of time = 2.418884e-17 s
Transition energy w0 = 0.375 hartree = 10.2043 eV
Half the transition energy = 5.1021 eV
Polarization-direction integral = 210.55156
Prefactor 8/(27 pi) = 0.094314
Sturmian exponent = 0.75 1/bohr, basis size = 24
Lowest p levels = -0.12500000, -0.05555556 hartree
Basis size, length-form W (1/s), velocity-form W (1/s):
   2  8.5982939  9.0773191
   4  8.2384813  8.2384924
   6  8.2293975  8.2294047
   8  8.2293523  8.2293524
  12  8.2293522  8.2293522
  24  8.2293522  8.2293522
y, A(E2s-w1), A(E2s-w2), S (atomic units), dW/dy (1/s):
  0.01   1752.1854     10.5518   1762.7372   1.85120
  0.10    152.8012     11.7924    164.5936  12.12623
  0.20     69.2592     13.5359     82.7952  17.24019
  0.30     43.0917     15.8358     58.9275  19.74540
  0.40     30.6813     18.9925     49.6738  20.94402
  0.50     23.5610     23.5610     47.1219  21.30288
  0.60     18.9925     30.6813     49.6738  20.94402
  0.70     15.8358     43.0917     58.9275  19.74540
  0.80     13.5359     69.2592     82.7952  17.24019
  0.90     11.7924    152.8012    164.5936  12.12623
  0.99     10.5518   1752.1854   1762.7372   1.85120
Midpoint S from 2p alone = 71.5138 a.u.
Midpoint S from other p = -24.3919 a.u.
Midpoint S from box states = 47.1219 a.u.
End slope of dW/dy: numerical = 196.248 1/s
End slope of dW/dy: formula = 196.260 1/s
Half-maximum points: y = 0.0815 and 0.9185
Total rate from 2p alone = 16.3550 1/s
Total rate from box states = 8.22935 1/s
Total two-photon rate W = 8.22935 1/s
Photon emission rate 2W = 16.4587 1/s
Lifetime 1/W = 0.12152 s
Reduced-mass factor = 0.99945568
Rate with finite proton mass = 8.22487 1/s
Wavelength at y=1: 121.502 nm
Wavelength at y=1/2: 243.005 nm
Peak per unit wavelength: y = 0.8206, 148.06 nm
ALL CHECKS PASSED
```
